Silicon in Germanium: Local-Mode Frequency from a Mass Defect

**1. Definitions and conventions**

A chain of atoms of mass M has spacing d, and equal springs of constant k join nearest neighbours. The atom at site n has displacement uₙ along the chain. The motion is harmonic, with all displacements proportional to cos(ωt). One atom, at n = 0, is replaced by an atom of mass M′; all springs stay as they were. Define

μ = M′/M,  ε = 1 − μ,  Λ = ω²/ω_m²,

where ω_m is the highest frequency of the perfect chain. Frequencies are quoted as wavenumbers in cm⁻¹. Since wavenumber is proportional to ω, frequency ratios are unaffected.

A travelling wave uₙ ∝ exp(iθn) in the perfect chain obeys

Mω² = k(2 − 2 cos θ) = 4k sin²(θ/2).

Hence ω_m² = 4k/M, reached at θ = π, where neighbours move in antiphase. Germanium has two atoms per primitive cell, and in its zone-centre optical mode the two sublattices also move in antiphase. This is the reason for setting ω_m equal to germanium's host maximum, for which the input here is 304 cm⁻¹. The chain is then an effective model with one fitted frequency, and its spring, k = Mω_m²/4 = 98.9 N/m, is not the force constant of a single Ge-Ge bond.

**2. The local mode of the chain**

For a host atom, Newton's law reads

Mω²uₙ = k(2uₙ − uₙ₊₁ − uₙ₋₁).

Inserting uₙ ∝ zⁿ gives Mω² = k(2 − z − 1/z). Above the band the left side exceeds 4k, so z + 1/z < −2. Both roots are then real and negative, and their product is 1. One root grows and one decays. Call the decaying one −q, with 0 < q < 1. A localized solution must decay on both sides, so

uₙ = u₀(−q)^|n|,

Mω² = k(2 + q + 1/q) = k(1 + q)²/q.  (1)

If u₀ were zero, every displacement would vanish, so the defect atom must move. Its own equation, with u₁ = u₋₁ = −qu₀, is

M′ω² = 2k(1 + q).  (2)

Dividing (2) by (1) gives

μ = 2q/(1 + q),  so  q = μ/(2 − μ) = (1 − ε)/(1 + ε).

As q runs from 0 to 1, μ rises steadily from 0 to 1. Each light defect therefore has one local mode above the band, and a heavier atom has none.

For the frequency, divide (1) by Mω_m² = 4k:

Λ = (1 + q)²/(4q).

Since 1 + q = 2/(1 + ε), this becomes

Λ = [4/(1 + ε)²] × (1 + ε)/[4(1 − ε)] = 1/(1 − ε²).

The local frequency is thus

ω_L = ω_m/√(1 − ε²) = ω_m/√[μ(2 − μ)].  (3)

For silicon in germanium, standard atomic weights give

μ = 28.085/72.630 = 0.3867,  ε = 0.6133,  1 − ε² = 0.6238,

ω_L = 304 × 1.2661 = 384.9 cm⁻¹.

The estimate is about 385 cm⁻¹, or 47.7 meV, or 11.5 THz. Diagonalizing a ring of 200 atoms with one light atom gives the same 384.89 cm⁻¹ as equation (3).

**3. The light-atom limit and its first correction**

Let μ → 0 with M and k fixed. Equation (3) gives

Λ = (1/2μ)(1 − μ/2)⁻¹ = (1/2μ)(1 + μ/2 + μ²/4 + …).

The leading term means ω² = 2k/M′. This is the frequency of the light atom held by two springs whose far ends are fixed:

ω_rigid = ω_m/√(2μ) = 304/√0.7734 = 345.7 cm⁻¹.

The correction comes from the recoil of the neighbours. They move against the light atom, stretch the springs further and raise the restoring force. Equation (2) shows this directly: the factor 1 + q would be 1 for fixed neighbours. Taking the square root of the series,

ω_L = ω_rigid(1 − μ/2)^(−1/2) = ω_rigid(1 + μ/4 + 3μ²/32 + …).  (4)

For μ = 0.3867 the first correction is μ/4 = 0.0967, so

ω_L ≈ 345.7 × 1.0967 = 379.1 cm⁻¹.

The next term, 3μ²/32 = 0.0140, brings the sum to 384.0 cm⁻¹. Relative to the full chain result of 384.9 cm⁻¹, the three approximations are low by 10%, 1.5% and 0.2%. They approach from below because all coefficients of (1 − x)^(−1/2) are positive. Silicon is not very light compared with germanium, but the expansion variable is μ/2 ≈ 0.19, and this is small enough.

**4. The opposite limit: a slightly light atom**

When ε → 0, equation (3) gives instead

ω_L = ω_m(1 + ε²/2 + 3ε⁴/8 + …).

The mode leaves the band only quadratically in ε. It is also wide: q ≈ 1 − 2ε, so the amplitude falls by a factor e over a distance d/ln(1/q) ≈ d/(2ε).

For silicon ε² = 0.376. The first correction gives 304 × 1.188 = 361 cm⁻¹, and the next term gives 377 cm⁻¹. These are 6% and 2% below the chain result, so the light-atom expansion is the better one here.

This second limit should not be carried over to a crystal. There, if the band top is an ordinary quadratic maximum, the density of states near it varies as √(1 − λ), where λ is the squared host frequency divided by ω_m². The integral of √(1 − λ)/(1 − λ) up to λ = 1 is finite, and by the defect equation of section 6 a local mode then appears only when ε exceeds a threshold. In the chain the corresponding integral diverges, and any ε > 0 suffices.

**5. Where the energy sits, and what the frequency depends on**

For silicon q = 0.240, so the first neighbours move with 24% of the silicon amplitude, in antiphase, and the second neighbours with 5.7%, in phase.

The kinetic energy is proportional to the sum of mass times squared displacement. In units of Mu₀², the defect contributes μ = 2q/(1 + q), and the host atoms on both sides contribute

2(q² + q⁴ + …) = 2q²/(1 − q²).

The ratio of the host part to the defect part is

[2q²/((1 − q)(1 + q))] × (1 + q)/(2q) = q/(1 − q).

The defect's share is therefore 1/[1 + q/(1 − q)] = 1 − q, or 76% for silicon.

The spring between sites n and n + 1, for n ≥ 0, is stretched by (1 + q)qⁿu₀ in magnitude. Its energy is proportional to q²ⁿ, and the left side is the same. The two springs touching the defect hold the share

1/(1 + q² + q⁴ + …) = 1 − q²,

which is 94%.

These shares give the sensitivities. The squared frequency is the quotient

ω² = Σ k(uₙ₊₁ − uₙ)² / Σ Mₙuₙ²,

which is stationary with respect to the displacements at a normal mode. To first order, then, a change of one mass or spring acts only through its explicit appearance. With k′ the constant of both springs at the defect, changed together,

d ln ω_L/d ln M′ = −(1 − q)/2 = −0.380,

d ln ω_L/d ln k′ = (1 − q²)/2 = 0.471.

An isolated oscillator would have −0.5 and 0.5. The mass dependence is weaker because the neighbours carry part of the kinetic energy. Equation (3) puts silicon of mass 27.977 u at 385.5 cm⁻¹ and of mass 29.974 u at 375.6 cm⁻¹, so these isotopes have local modes about 10 cm⁻¹ apart.

**6. Why a chain can stand in for a crystal**

Let D be the host's dynamical matrix divided by ω_m². With a mass defect at one site, the equation of motion is

(Λ − D)u = εΛPu,

where P keeps the displacement of the defect site alone. Multiply by (Λ − D)⁻¹ and read off that site:

1 = εΛG(Λ),  G(Λ) = site element of (Λ − D)⁻¹.  (5)

In the diamond lattice the site element is a 3 by 3 block. The cubic symmetry of a site makes its diagonal elements equal and its off-diagonal elements zero. Equation (5) then holds for each, and the local mode is threefold degenerate.

In a model with nearest-neighbour forces, take the zone-centre optical mode of the diamond lattice as the band top. Call the total restoring constant of one atom against fixed neighbours K. In that mode both sublattices move oppositely, which doubles the force, so Mω_m² = 2K. The chain has K = 2k and obeys the same relation. The diagonal of D is thus 1/2 in both cases. The rest of D couples opposite sublattices, and reversing the displacements on one sublattice changes its sign. The spectrum is therefore symmetric about 1/2, and its odd moments about 1/2 vanish.

With x = Λ − 1/2 and v the variance of the host spectrum,

G = (1/x)(1 + v/x² + …).

The series converges above the band, where x > 1/2, because no host value lies further than 1/2 from the centre.

At leading order (5) reads Λ − 1/2 = εΛ. Since 1 − ε = μ, this is Λ = 1/(2μ), the rigid-neighbour result, common to chain and crystal. The corresponding x is x₀ = 1/(2μ) − 1/2 = ε/(2μ). At next order,

Λ − 1/2 = εΛ + εΛv/x².

In the last term εΛ and x may both be replaced by x₀, which gives

μΛ = 1/2 + v/x₀ = 1/2 + 2μv/ε.

As μ → 0, ε → 1, so

Λ = 1/(2μ) + 2v + O(μ),  ω_L ≈ ω_rigid(1 + 2vμ).  (6)

The first correction thus depends on the host through its variance. For the chain, Λ_host = (1 − cos θ)/2, and v is the mean of cos²θ/4, which is 1/8. Equation (6) then returns the μ/4 of equation (4).

For diamond, use a Born model in which each bond couples equal Cartesian components with constant α and different components with ±β. The signs follow the bond direction. Let r = β/α, with 0 ≤ r ≤ 1. The four bonds give K = 4α, so Mω_m² = 8α. The variance is the sum over four bonds of one third of the trace of the squared bond matrix, divided by (8α)²:

v = 4 × (3α² + 6β²)/3 / (64α²) = (1 + 2r²)/16.

At r² = 1/2 this equals the chain's 1/8. The two models then differ only from the fourth moment on. Solving (5) in full gives 384.2 cm⁻¹ for this crystal, against 384.9 cm⁻¹ for the chain.

For germanium, the value of r depends on the frequency used to fit it. At the zone-boundary point X the bond phases are +, +, −, −. The α terms cancel, and one pair of transverse components is coupled by 4β. The lower transverse mode has Mω² = 4α − 4β, or

ω²/ω_m² = (1 − r)/2.

A rough transverse acoustic frequency of 80 cm⁻¹ gives r = 1 − 2(80/304)² = 0.86 and v = 0.155. Equation (6) predicts 345.7 × 1.120 = 387 cm⁻¹, and the full solution of (5) is 390.8 cm⁻¹. A 250-atom supercell with one silicon atom also gives 390.8 cm⁻¹. With this r, and at the same masses and host maximum, the crystal model lies about 6 cm⁻¹ above the chain. The rise comes with the larger r and not from three dimensions as such, since at r² = 1/2 the crystal lies slightly below the chain. 
The upper transverse mode at X has ω²/ω_m² = (1 + r)/2, by the symmetry of the spectrum about 1/2. A rough 275 cm⁻¹ for this mode gives r = 0.64 and v = 0.113, and equation (6) then falls about 3 cm⁻¹ below its chain value. One r cannot fit both frequencies, so even the sign of the shift is uncertain. The Born model omits longer-range forces and, for r < 1, is not rotationally invariant. The shift of 6 cm⁻¹ therefore sizes an error and is not a refined prediction.

**7. A second case: two adjacent silicon atoms**

Put atoms of mass M′ at sites 0 and 1, with the host displacements decaying outward by −q as before. Equation (1) is unchanged. If the pair moves in phase, the spring between them is unstretched and M′ω² = k(1 + q). Dividing by (1),

μ = q/(1 + q),  q = μ/(1 − μ) = 0.63.

This mode needs μ < 1/2, a condition that silicon meets. It lies at 312 cm⁻¹, just above the band. If the pair moves in antiphase, the middle spring is stretched by twice the displacement:

M′ω² = k(3 + q),  μ = q(3 + q)/(1 + q)².

The solution is q = 0.166, and the frequency is 435 cm⁻¹. Both pair frequencies belong to the chain, which leaves out motion across the axis of the pair, so they are not predictions for a pair in the crystal. In the Born crystal of section 6, a 216-atom cell with an adjacent pair has only five modes above the band, so the weakly bound 312 cm⁻¹ mode has no counterpart there. The highest mode lies at 439 cm⁻¹ for r = 0.64 and at 454 cm⁻¹ for r = 0.86. In both models an adjacent silicon atom changes the spectrum strongly. The single-atom estimate therefore applies to silicon atoms that are well separated from one another. Pairs that are close but not adjacent also couple, though more weakly. For random occupation at 1 at.% silicon, a silicon atom in the diamond lattice has at least one silicon neighbour with probability 1 − 0.99⁴ = 3.9%.

**8. The model beside real germanium**

The measured local mode of dilute silicon in germanium lies at roughly 390 cm⁻¹, and the input of 304 cm⁻¹ for the host maximum is meant for low temperature. The assumption with the largest sized effect on an isolated silicon atom is that of unchanged springs. At the band top the bond stiffness scales as Mω_m². With a rough 520 cm⁻¹ for silicon, the Si-to-Ge stiffness ratio is 1.131. If a Si-Ge bond has the geometric mean stiffness, its spring is 6.4% stiffer than the host's, and the chain frequency rises by 11 cm⁻¹ to 396 cm⁻¹. The geometric mean is an assumption, and strain of the bonds around the silicon atom is left out. The 520 cm⁻¹ is a room-temperature value; a rough low-temperature 524 cm⁻¹, matching the germanium input, would make the rise 13 cm⁻¹. If warming to 300 K lowers the host maximum by about 1%, to 301 cm⁻¹, the chain estimate falls by 4 cm⁻¹ to 381 cm⁻¹, provided that the local mode softens by the same fraction as the host.

Simply adding the three shifts, +6 (for r = 0.86), +11 and −4 cm⁻¹, would give about 398 cm⁻¹, which is further from the rough measured value than the bare chain is. With r = 0.64 the first shift is about −3 cm⁻¹, and the sum is about 389 cm⁻¹. The closeness of 385 to 390 cm⁻¹ is thus no evidence that each assumption is accurate. The mass defect accounts for most of the rise above the host band, and the estimate should be trusted to a few percent.

Numbers as computed

```
Ge atomic mass: 72.630 u
Si atomic mass: 28.085 u
host maximum: 304.0 cm^-1
mass ratio M'/M: 0.3867 (no unit)
mass defect eps: 0.6133 (no unit)
1 - eps^2: 0.6238 (no unit)
ratio w_L/w_m: 1.2661 (no unit)
chain spring constant: 98.9 N/m
local frequency, formula: 384.89 cm^-1
local frequency, 200-atom ring: 384.89 cm^-1
local quantum energy: 47.72 meV
local frequency: 11.54 THz
rigid-neighbour frequency: 345.7 cm^-1
amplitude ratio q: 0.2397 (no unit)
u_1/u_0 and u_2/u_0: -0.2397, 0.0574 (no unit)
kinetic energy share of Si: 76.0 %
potential energy share of its bonds: 94.3 %
d ln w_L / d ln M': -0.3802 (no unit)
d ln w_L / d ln k': 0.4713 (no unit)
rough TA frequency at X: 80 cm^-1
Born ratio r from TA(X): 0.8615 (no unit)
variance, chain: 0.1250 w_m^4
variance, diamond with r from TA(X): 0.1553 w_m^4
diamond local frequency, r^2 = 1/2: 384.2 cm^-1
diamond local frequency, r from TA(X): 390.8 cm^-1
same, 250-atom supercell: 390.8 cm^-1
shift from 3D structure: +5.9 cm^-1
rough Si host maximum: 520 cm^-1
Si/Ge bond stiffness ratio: 1.131 (no unit)
Si-Ge/Ge-Ge spring factor: 1.064 (no unit)
chain frequency, stiffer bonds: 396.3 cm^-1
shift from stiffer bonds: +11.4 cm^-1
rough host maximum at 300 K: 301 cm^-1
chain frequency at 300 K: 381.1 cm^-1
shift from temperature: -3.8 cm^-1
mass of Si-28: 27.977 u
chain frequency, Si-28: 385.5 cm^-1
mass of Si-30: 29.974 u
chain frequency, Si-30: 375.6 cm^-1
adjacent Si pair, lower mode: 312.1 cm^-1
adjacent Si pair, upper mode: 434.9 cm^-1
silicon content for pair count: 1.0 at.%
Si atoms with a Si neighbour: 3.94 %
```
